Magnetic-field dependence of triplet-triplet annihilation in Merrifield's pair model

**1. The zero-field pair**

Take two identical triplet molecules with parallel axes and no magnetic field. Each has three spin states |x⟩, |y⟩, |z⟩ with energies X, Y, Z, which we first take to be all different. The spin coupling between the molecules is neglected, so the pair has nine states |ab⟩ with energies equal to sums of two of these.

The combination with total spin zero is

|S⟩ = (|xx⟩ + |yy⟩ + |zz⟩)/√3.

If annihilation to a singlet product is the only spin-selective reaction, it acts through |S⟩. The states |xx⟩, |yy⟩ and |zz⟩ each have singlet weight 1/3, and the other six have none. The three bright states have different energies 2X, 2Y and 2Z.

Let encounters form pairs at the rate k₁n² per volume, where n is the triplet density. The triplets are unpolarized, so each pair state receives k₁n²/9. A pair separates at rate k, and a pair in |S⟩ annihilates at rate K. A state of weight p then annihilates at rate Kp, and the fraction of its pairs that react before separating is

f(p) = Kp/(k + Kp).

With γn² defined as the number of annihilation events per volume and time,

9γ/k₁ = 3f(1/3) = 3K/(3k + K).

This tends to 3 when K ≫ k, because every pair formed in a bright state then reacts, provided the reaction is not so fast that it merges the three bright states (sections 5 and 8). A field changes how singlet character is shared among the pair states. If each event removes both triplets, the triplet loss rate is 2γn².

**2. Spin conventions and the singlet**

The one-triplet Hamiltonian is

h = D(S_z² − 2/3) + E(S_x² − S_y²) + β b·S, β = gμ_B B,

where S is dimensionless and b is the unit vector along the field. In terms of the S_z eigenstates,

|x⟩ = (|−1⟩ − |+1⟩)/√2, |y⟩ = i(|−1⟩ + |+1⟩)/√2, |z⟩ = |0⟩.

These obey S_a|b⟩ = i Σ_c ε_abc |c⟩. Hence S_a² gives zero on |a⟩ and one on the other two states, and the zero-field energies are

X = D/3 − E, Y = D/3 + E, Z = −2D/3, X + Y + Z = 0.

The form of |S⟩ follows from applying a component of total spin:

(S_a1 + S_a2) Σ_b |bb⟩ = i Σ_bc ε_abc (|cb⟩ + |bc⟩) = 0.

The sum vanishes because ε_abc is antisymmetric in b and c, whereas the bracket is symmetric.

On a Cartesian vector v the spin acts as (b·S)v = i b×v. In matrix form, with ζ_x = X, ζ_y = Y, ζ_z = Z,

h_ab = ζ_a δ_ab − iβ Σ_c ε_cab b_c.

**3. From the density matrix to a sum over states**

Population arithmetic needs a justification when several states can be mixed by the reaction. Let H be the pair Hamiltonian and ρ the steady-state pair density matrix divided by k₁n²/9. It satisfies

1 = (i/ħ)[H,ρ] + kρ + (K/2)(|S⟩⟨S|ρ + ρ|S⟩⟨S|).

The left side is the random source. The half in the last term makes the population of |S⟩ decay at rate K. The quantity sought is

9γ/k₁ = K⟨S|ρ|S⟩.

The source creates no coherence; the reaction term does. A coherence between energies separated by ħω is of order K/ω relative to the populations when ω is large. We drop it if ω ≫ k, K. Section 8 treats the case in which this fails.

Let Q_l project on the eigenspace of energy l. Define its singlet weight and bright direction by

p_l = ⟨S|Q_l|S⟩, Q_l|S⟩ = √p_l |s_l⟩.

Projecting the steady-state equation on this eigenspace removes the commutator:

Q_l = kρ_l + (Kp_l/2)(|s_l⟩⟨s_l|ρ_l + ρ_l|s_l⟩⟨s_l|).

Its solution has population 1/(k + Kp_l) along |s_l⟩ and 1/k in each perpendicular direction. Therefore

9γ/k₁ = Σ_l f(p_l).

The sum runs over energy eigenspaces. Weights belonging to the same energy must be added before f is applied. If E = 0, for example, |xx⟩ and |yy⟩ are degenerate, and the zero-field weights are 2/3 and 1/3 instead of three times 1/3. The statement "three bright states at zero field" thus requires X, Y and Z to be distinct on the scale of the reaction width.

**4. Weights at any field**

Diagonalize the 3×3 matrix h. Let ε_i be its eigenvalues and let the columns of U be its eigenvectors, so |φ_i⟩ = Σ_a U_ai|a⟩. Then

⟨S|φ_iφ_j⟩ = Σ_a U_ai U_aj/√3 = G_ij/√3, G = UᵀU.

There is no complex conjugation in G. Replacing Uᵀ by U† would give the unit matrix at every field and remove the effect.

For i ≠ j, the states |φ_iφ_j⟩ and |φ_jφ_i⟩ are degenerate. Their antisymmetric combination is dark, and their symmetric combination has overlap √2 G_ij/√3. The six weights are

p_ii = |G_ii|²/3, p_ij = 2|G_ij|²/3 for i < j.

They sum to one, since G is unitary and Σ_ij |G_ij|² = 3.

At zero field U can be chosen real, G is the unit matrix, and three weights equal 1/3. At high field the Zeeman term fixes the eigenvectors. With real unit vectors e₁ and e₂ such that e₁×e₂ = b, they are

φ₀ = b, φ± = (e₁ ± i e₂)/√2.

The required products without conjugation are

φ₀ᵀφ₀ = 1, φ₊ᵀφ₊ = φ₋ᵀφ₋ = (1 − 1)/2 = 0, φ₊ᵀφ₋ = (1 + 1)/2 = 1, φ₀ᵀφ± = 0.

Two bright states remain: |00⟩ with weight 1/3 and the symmetric |+−⟩ with weight 2/3. Their Zeeman energies both vanish; the zero-field terms separate them. Corrections to the eigenvectors are of order D/β, so the other pair states keep weights of order (D/β)².

**5. When the rate is a count**

Put r = K/k. The three limiting results are

zero field: 3r/(3 + r),
high field: r/(3 + r) + 2r/(3 + 2r),
high-field resonance: r/(1 + r).

The last line anticipates the case in which |00⟩ and |+−⟩ are degenerate and form one eigenspace of weight 1. For r → ∞ the values are 3, 2 and 1, provided √(kK) stays small compared with the pair splittings in angular frequency. If K grows at fixed k, the bright states eventually merge and the full rate falls toward 1: with the D and E of section 10 and k = 10⁸ s⁻¹, the zero-field value is 2.90 at K = 10¹⁰ s⁻¹, 2.29 at 10¹² s⁻¹ and 1.06 at 10¹⁴ s⁻¹. A literal count needs Kp ≫ k for each counted state and Kp ≪ k for each residual one. The second condition demands a higher field as r grows. Keeping K small compared with the pair splittings, as in section 3, is sufficient to keep the bright states separate but not necessary: for K ≫ k the merging width W of section 8 grows only as √(kK).

For small r, f(p) = rp − r²p² to second order, so

9γ/k₁ ≈ r − r² Σp².

The leading term is independent of field: pairs usually separate before reacting, and only the total singlet weight matters. The field effect enters through Σp², which is 1/3, 5/9 and 1 in the three cases. For small r the quantity 1/Σp² is thus an effective number of bright states, with values 3, 1.8 and 1. At larger r it is only a rough guide: in the table of section 10, with r = 3, it is larger at 10 mT than at 30 mT while the rate is smaller.

The ordering of the rates holds for any r > 0. The ratio f(p)/p = K/(k + Kp) decreases with p, so for positive p and q

f(p) + f(q) > (p + q) f(p + q)/(p + q) = f(p + q).

Merging two weights lowers the rate. High field merges two of the zero-field thirds, and the resonance merges the remaining two weights.

**6. Why the rate first rises**

A weak field mixes the Cartesian states. To first order in β,

u_a = e_a + Σ_(b≠a) [h_ba/(ζ_a − ζ_b)] e_b.

For a ≠ b, with c the third axis,

G_ab = h_ba/(ζ_a − ζ_b) + h_ab/(ζ_b − ζ_a) = 2h_ba/(ζ_a − ζ_b),

because h_ab = −h_ba for these imaginary elements. Since |h_ba| = β|b_c|,

p_ab = 8β²b_c²/[3(ζ_a − ζ_b)²].

These states were dark. The three original states lose the same total weight. Using f′(p) = Kk/(k + Kp)², the gain per unit weight is f′(0) = r and the loss is f′(1/3) = r/(1 + r/3)². Hence

Δ(9γ/k₁) = r[1 − (1 + r/3)⁻²] Σ_(a<b) p_ab > 0.

This applies when the differences between X, Y and Z are large compared with both β and the reaction width, Kp_ab ≪ k, and each symmetric |ab⟩ is separated from the bright |cc⟩ by much more than the reaction width. Since ζ_a + ζ_b = −ζ_c, the last condition fails when ζ_c is near zero, as for E = D/3; the new weight then merges with that of |cc⟩ and gives no such gain. The initial rise is quadratic in B. At larger fields the singlet character gathers again in two states and the rate falls.

**7. Where pair levels cross**

The matrix h is traceless, so its characteristic equation is

λ³ − ½Tr(h²)λ − det h = 0.

The diagonal contributes X² + Y² + Z² = 2D²/3 + 2E² to Tr(h²), and the off-diagonal elements contribute 2β². In the determinant, the product of three off-diagonal elements is imaginary and cancels against its conjugate. Thus

½Tr(h²) = β² + D²/3 + E²,
det h = XYZ − β²e₀, e₀ = Xb_x² + Yb_y² + Zb_z².

Label the levels in ascending order as −, 0, +. The pairs |00⟩ and |+−⟩ are degenerate when 2ε₀ = ε₊ + ε₋. Zero trace makes the right side −ε₀, so the condition is ε₀ = 0. This means det h = 0, or

β²e₀ = XYZ.

This condition uses no high-field approximation, but it need not have a solution at every field strength. For X, Y > 0 > Z, e₀ cannot lie below Z, so a crossing requires β² ≥ XY. All other crossings among the six symmetric pair states require two levels of a single triplet to coincide.

At high field the condition becomes e₀ = 0. With polar angles θ, φ of the field,

(D/3)(sin²θ − 2cos²θ) − E sin²θ cos2φ = 0,

tan²θ = 2D/(D − 3E cos2φ).

If |E| < |D|/3, the right side is positive for every φ, and there are resonances at θ and 180° − θ. Near them the pair splitting is 2ε₀ − (ε₊ + ε₋) = 3ε₀.

**8. Shape of a resonance**

Let states A and B have singlet weights p and q and energy difference ħω, with all other bright states far away. Choose phases so that the part of |S⟩ in this space is √p|A⟩ + √q|B⟩. Write a = ρ_AA, d = ρ_BB, c = ρ_AB, and Γ = k + K(p + q)/2. The steady-state equation gives

1 = (k + Kp)a + K√(pq) Re c,
1 = (k + Kq)d + K√(pq) Re c,
0 = (Γ + iω)c + (K/2)√(pq)(a + d).

Let s = a + d. The third equation yields

Re c = −(K/2)√(pq) sΓ/(Γ² + ω²).

Define M = (k + Kp)(k + Kq). Solve the first two equations for a and d and add them. Since (k + Kp) + (k + Kq) = 2Γ,

s = (2Γ/M)[1 + K²pq sΓ/(2(Γ² + ω²))].

Collecting the terms in s,

s = (2Γ/M)(ω² + Γ²)/(ω² + W²),

W² = Γ²(M − K²pq)/M = Γ²k[k + K(p + q)]/[(k + Kp)(k + Kq)].

Two units of source enter this space and ks leave by separation, so the reaction contribution is R = 2 − ks. It equals f(p) + f(q) for ω → ∞ and f(p + q) for ω = 0. Because s is a constant plus a Lorentzian,

R(ω) = f(p) + f(q) − [f(p) + f(q) − f(p + q)] W²/(ω² + W²).

W is the half-width at half-depth in angular frequency. Since M exceeds k[k + K(p + q)] by K²pq, W < Γ. This formula replaces an abrupt merging of weights by a smooth one.

**9. A field along z**

Here the whole passage can be followed by hand. State |z⟩ is unchanged, and the other two levels are D/3 ∓ R_z, with R_z = √(E² + β²). Their vectors can be written

φ₁ = (cosα, i sinα, 0), φ₂ = (sinα, −i cosα, 0).

For the lower state φ₁, the eigenvalue equation gives tanα = (E − R_z)/β. Then tan²α = (R_z − E)/(R_z + E), so cos2α = E/R_z. Also G₁₁ = cos2α, G₂₂ = −cos2α and G₁₂ = sin2α. With c = E²/R_z², the weights are

|zz⟩: 1/3, |11⟩: c/3, |22⟩: c/3, symmetric |12⟩: 2(1 − c)/3.

For D > 0 and 0 < E < D/3 there are two crossings. At β² = D²/9 − E² = XY, φ₁ has zero energy, and |11⟩ meets the symmetric |z2⟩. The latter is dark because φ_zᵀφ₂ = 0, so this crossing causes no dip. At β² = D² − E², φ₁ and |z⟩ coincide. Now |11⟩ and |zz⟩ merge, with c = E²/D² < 1/9. The dip is small if Kc/3 ≪ k, because |11⟩ then contributes little to the rate. If Kc/3 ≫ k, both states count fully before merging and the dip in 9γ/k₁ approaches 1. A crossing therefore produces a resonance only if both eigenspaces carry singlet weight.

**10. Worked example**

Choose D/h = 2000 MHz, E/h = 300 MHz, the free-electron g, k = 10⁸ s⁻¹ and K = 3×10⁸ s⁻¹. These are round model parameters. Then X/h = 366.67 MHz, Y/h = 966.67 MHz, Z/h = −1333.33 MHz, and β/h = 28.025 MHz for each mT.

With r = 3 the limiting values of 9γ/k₁ are

zero field: 9/6 = 1.500,
high field: 3/6 + 6/9 = 1.167,
resonance: 3/4 = 0.750.

Division by nine gives γ/k₁ = 0.167, 0.130 and 0.083. The ratio of zero-field to high-field rates is 1.29, not the 1.5 of a pure count. For r = 1000, taken as k = 10⁵ s⁻¹ and K = 10⁸ s⁻¹ so that K stays small compared with the pair splittings, the full density-matrix equation gives 2.991 at zero field and, at 100 T, 1.996 off resonance and 0.999 on it. The very large field suppresses residual weights.

The following scan has θ = 45° and φ = 0. The rates come from a numerical solution of the full nine-state equation, with all coherences kept.

B (mT) | 9γ/k₁ | 1/Σp²
0 | 1.500 | 3.00
5 | 1.621 | 3.41
10 | 1.735 | 4.00
30 | 1.783 | 3.91
35.28 | 1.673 | 3.51
40 | 1.817 | 4.20
100 | 1.615 | 2.91
1000 | 1.174 | 1.81

The value at 40 mT is 21% above the zero-field rate; that at 1 T is 22% below it. The small excess over 1.167 at 1 T accords with residual weights, which raise the rate by the argument of section 6.

The dip near 35 mT is a level crossing. Here e₀ = (X + Z)/2 = −483.33 MHz in frequency units, and

β/h = √(XYZ/e₀) = 988.8 MHz, B = 988.8/28.025 = 35.28 mT.

The weights of |00⟩ and |+−⟩ are 0.1171 and 0.1634. Treated as separate, they contribute 0.260 + 0.329 = 0.589; merged, they contribute f(0.2805) = 0.457. The difference is 0.132. It lowers the isolated-state result 1.805 to 1.673, the value in the table.

For the width, differentiate the characteristic equation at λ = 0:

dε₀/dβ = 2βe₀/(β² + D²/3 + E²) = −0.398.

Dividing W/(2π) for these weights by 3 × 0.398 × 28.025 MHz/mT gives a half-width of 0.65 mT. A scan with 5 mT steps shows the dip only if a point falls close to its centre; points at 32.5 and 37.5 mT would see less than a tenth of its depth.

At high field the resonance angle in the xz plane is arctan√(4000/1100) = 62.33°. At 1 T the finite-field condition gives 62.30°, where the full calculation has its minimum, 0.757. For p = 1/3 and q = 2/3,

W = 2.5×10⁸ √(4/6) s⁻¹ = 2.04×10⁸ s⁻¹, W/(2π) = 32.5 MHz.

At high field the middle level is close to e₀, whose derivative with respect to θ is (X − Z)sin2θ. The angular half-width is therefore 32.5/(3 × 1700 × sin2θ) rad = 0.44°.

For B along z, the dark crossing lies at 21.24 mT. The isolated-state and full rates agree there to about 0.0001. The weak bright crossing lies at 70.56 mT, where merging lowers the rate from 1.206 to 1.189.

**11. Implementation and limits of use**

For a scan, diagonalize h, form UᵀU without conjugation, and sum f over the six weights. Near β²e₀ = XYZ, replace the terms for |00⟩ and |+−⟩ by R(ω), with ω = 3ε₀/ħ. If ε₀ is stored in MHz, ω = 2π × 10⁶ × 3ε₀ in s⁻¹.

When several splittings are comparable with k or K, solve the full equation instead. This includes fields at which two levels of a single triplet come close, as in the worked example near 41.92 mT for B along or close to y, and near 70.56 mT for B along or almost along z. The first case matters more: for B exactly along y, the sum over separate weights gives 1.579 and the full equation 1.397. A small tilt can make the error larger: at the same field it is 0.39 for a tilt of 0.5° toward x, 0.11 for 2° and 0.02 for 5°. With

A = iH/ħ + k/2 + (K/2)|S⟩⟨S|,

it reads Aρ + ρA† = 1, which a standard continuous Lyapunov solver accepts.

The model assumes fixed, parallel molecules, unpolarized triplets and reaction through the pair singlet alone. It omits spin relaxation during the encounter, molecular rotation, coupling between the two spins, and annihilation through triplet or quintet pairs. If any of these acts at a rate or energy comparable with those retained, it must be added to the density-matrix equation before the weights are interpreted.
